\section*{Transmission and thermal tunnelling factor of the asymmetric Eckart barrier}

\section{Transmission probability of the barrier}

A rate constant that treats barrier crossing classically counts no particle whose energy lies below the barrier top. Take a barrier of $0.40$ eV seen from the reactants and $0.60$ eV seen from the products, with an imaginary wavenumber of $1200\ \mathrm{cm^{-1}}$ at its top. At 300 K the barrier shape treated here passes 5.2 times the classical thermal flux, so the classical rate is 19\% of the rate with tunnelling.

Replacing the barrier by an inverted parabola cures this only at high temperature. A parabola has no floor. Its transmission probability falls as $e^{-2\pi w/\hbar\omega}$ at a depth $w$ below the top, while the Boltzmann factor grows as $e^{w/k_{\rm B}T}$. The thermal average diverges once $\hbar\omega/k_{\rm B}T\ge 2\pi$, and for the barrier above this has happened at 250 K. The Eckart barrier has flat ends at the right energies and a transmission probability in closed form.

\subsection{Potential and conventions}

A particle of mass $m$ moves along a line $x$ in the potential
\begin{equation}
V(x)=A\,s+B\,s(1-s),\qquad s(x)=\frac{1}{1+e^{-x/a}},
\label{eq:pot}
\end{equation}
with $a>0$ and $|A|<B$. The variable $s$ rises from 0 at $x\to-\infty$ (reactants) to 1 at $x\to+\infty$ (products). Hence $V\to0$ on the reactant side and $V\to A$ on the product side. The term in $A$ is a smooth step and the term in $B$ is a symmetric hump. The condition $|A|<B$ ensures that their sum has a maximum, as the second half shows. No electromagnetic quantity enters, so the formulas are the same in Gaussian and in SI units.

The energy $E$ lies above both ends, $E>\max(0,A)$, and the wave numbers there are
\begin{equation}
k_1=\frac{\sqrt{2mE}}{\hbar},\qquad k_2=\frac{\sqrt{2m(E-A)}}{\hbar}.
\end{equation}
With the time factor $e^{-iEt/\hbar}$, a wave $e^{ikx}$ with $k>0$ travels to the right. We seek the solution
\begin{equation}
\psi\to I e^{ik_1x}+R\,e^{-ik_1x}\ (x\to-\infty),\qquad
\psi\to e^{ik_2x}\ (x\to+\infty).
\label{eq:bc}
\end{equation}
The transmitted amplitude is set to one, so $I$ and $R$ are the incident and reflected amplitudes that belong to it. If $0<E<A$, the wave decays on the product side, carries no current there, and the transmission probability is zero.

\subsection{The equation in the variable $s$}

Differentiating $s$ gives
\begin{equation}
\frac{ds}{dx}=\frac{e^{-x/a}}{a(1+e^{-x/a})^2}=\frac{s(1-s)}{a},
\label{eq:dsdx}
\end{equation}
because $1-s=e^{-x/a}/(1+e^{-x/a})$. With $D=s(1-s)\,d/ds$ we therefore have $d/dx=D/a$. Multiply the Schr\"odinger equation $\psi''+(2m/\hbar^2)(E-V)\psi=0$ by $a^2$ and define
\begin{equation}
\alpha=k_1a,\qquad \beta=k_2a,\qquad b=\frac{2mBa^2}{\hbar^2}.
\label{eq:abdef}
\end{equation}
Since $2mAa^2/\hbar^2=\alpha^2-\beta^2$, the equation becomes
\begin{equation}
D^2\psi+\left[\alpha^2-(\alpha^2-\beta^2)s-b\,s(1-s)\right]\psi=0.
\label{eq:red}
\end{equation}

Near $s=0$ the bracket tends to $\alpha^2$ and $D\approx s\,d/ds$, so $\psi$ behaves as $s^{\pm i\alpha}$. Near $s=1$ it behaves as $(1-s)^{\pm i\beta}$ for the same reason. These powers are the plane waves: $s\approx e^{x/a}$ on the far left gives $s^{i\alpha}\to e^{ik_1x}$, and $1-s\approx e^{-x/a}$ on the far right gives $(1-s)^{-i\beta}\to e^{ik_2x}$.

\subsection{Reduction to the hypergeometric equation}

We take out the end behaviour by writing
\begin{equation}
\psi=gF,\quad g=s^{\sigma}(1-s)^{\tau},\quad \sigma=i\alpha,\quad \tau=-i\beta .
\end{equation}
The prefactor obeys
\begin{equation}
Dg=s(1-s)\left(\frac{\sigma}{s}-\frac{\tau}{1-s}\right)g=\ell g,\qquad \ell=\sigma-(\sigma+\tau)s .
\end{equation}
Applying $D$ twice to the product gives
\begin{equation}
D^2(gF)=g\left[D^2F+2\ell\,DF+(\ell^2+D\ell)F\right].
\end{equation}
Here
\begin{align}
D^2F&=s^2(1-s)^2F''+s(1-s)(1-2s)F',\\
D\ell&=-(\sigma+\tau)s(1-s),
\end{align}
where a prime on $F$ is a derivative with respect to $s$. The terms in $F$ that do not yet carry a factor $s(1-s)$ are $\ell^2$ and the first two terms of the bracket in \eqref{eq:red}. With $\alpha^2=-\sigma^2$ and $\beta^2=-\tau^2$ they add up to
\begin{align}
&\ell^2-\sigma^2+(\sigma^2-\tau^2)s\nonumber\\
&=-2\sigma(\sigma+\tau)s+(\sigma+\tau)^2s^2+(\sigma+\tau)(\sigma-\tau)s\nonumber\\
&=-(\sigma+\tau)^2s(1-s).
\end{align}
Every term now has the factor $s(1-s)$. Dividing by it leaves
\begin{align}
s(1-s)F''&+\left[1+2\sigma-(2+2\sigma+2\tau)s\right]F'\nonumber\\
&-\left[(\sigma+\tau)(\sigma+\tau+1)+b\right]F=0.
\label{eq:Fs}
\end{align}

The boundary condition is simplest on the product side, so we use $z=1-s$, for which $d/ds=-d/dz$. The coefficient of $dF/dz$ is
\begin{equation}
-(1+2\sigma)+(2+2\sigma+2\tau)(1-z)=1+2\tau-(2+2\sigma+2\tau)z .
\end{equation}
Equation \eqref{eq:Fs} is then the hypergeometric equation
\begin{equation}
z(1-z)\frac{d^2F}{dz^2}+[\gamma-(\mu+\nu+1)z]\frac{dF}{dz}-\mu\nu F=0
\label{eq:hyp}
\end{equation}
with $\gamma=1+2\tau$, $\mu+\nu=1+2(\sigma+\tau)$ and $\mu\nu=(\sigma+\tau)(\sigma+\tau+1)+b$. Set $\mu,\nu=\sigma+\tau+\tfrac12\pm i\delta$. The sum is correct, and the product is $(\sigma+\tau+\tfrac12)^2+\delta^2$, which fixes $\delta^2=b-\tfrac14$. Thus
\begin{equation}
\mu,\nu=\tfrac12+i(\alpha-\beta\pm\delta),\quad \gamma=1-2i\beta,\quad
\delta=\sqrt{b-\tfrac14}.
\label{eq:par}
\end{equation}

Insert $F=\sum_n f_nz^n$ with $f_0=1$ into \eqref{eq:hyp}. The coefficient of $z^n$ gives $(n+1)(n+\gamma)f_{n+1}=(n+\mu)(n+\nu)f_n$, so
\begin{equation}
f_n=\frac{\Gamma(\gamma)}{\Gamma(\mu)\Gamma(\nu)}\,
\frac{\Gamma(n+\mu)\Gamma(n+\nu)}{\Gamma(n+\gamma)\Gamma(n+1)} .
\label{eq:fn}
\end{equation}
This series is the function $F(\mu,\nu;\gamma;z)$. Since $F\to1$ as $z\to0$, the solution
\begin{equation}
\psi=s^{i\alpha}(1-s)^{-i\beta}F(\mu,\nu;\gamma;1-s)
\label{eq:psi}
\end{equation}
tends to $e^{ik_2x}$ on the far right, as \eqref{eq:bc} demands.

\subsection{Amplitudes on the reactant side}

The far left is $s\to0$, that is $z\to1$, the edge of the disc in which the series converges. There the general solution of \eqref{eq:red} is
\begin{equation}
\psi=I s^{i\alpha}(1+\ldots)+R\,s^{-i\alpha}(1+\ldots),
\end{equation}
where the dots are power series in $s$ without constant term. No logarithm occurs, because the exponents differ by $2i\alpha$, which is not an integer. Dividing by the prefactor in \eqref{eq:psi} and writing $\lambda=2i\alpha$ gives
\begin{equation}
F=I(1+\ldots)+R\,(1-z)^{-\lambda}\left[1+d_1(1-z)+\ldots\right].
\label{eq:loc}
\end{equation}

The amplitude $R$ can be read from the coefficients $f_n$ at large $n$, because a singularity on the edge of the disc controls them. The binomial series is
\begin{equation}
(1-z)^{-\lambda}=\sum_n\frac{\Gamma(n+\lambda)}{\Gamma(\lambda)\,n!}z^n ,
\end{equation}
and since $\Gamma(n+\lambda)/\Gamma(n)\to n^{\lambda}$, its coefficients tend to $n^{\lambda-1}/\Gamma(\lambda)$, of magnitude proportional to $1/n$. The coefficients of $(1-z)^{1-\lambda}$ are smaller by a further factor $1/n$. Subtract from $F$ the two terms $R(1-z)^{-\lambda}$ and $Rd_1(1-z)^{1-\lambda}$. The remainder has a continuous first and a bounded second derivative on the closed disc $|z|\le1$, since $z=1$ is the only singular point of \eqref{eq:hyp} there besides $z=0$, where $F$ is regular. Its coefficients are Fourier coefficients on the unit circle, and two integrations by parts show that they fall at least as fast as $1/n^2$. To leading order, therefore, $f_n\to R\,n^{\lambda-1}/\Gamma(\lambda)$.

From \eqref{eq:fn} the same coefficients tend to
\begin{equation}
f_n\to\frac{\Gamma(\gamma)}{\Gamma(\mu)\Gamma(\nu)}\,n^{\mu+\nu-\gamma-1},
\qquad \mu+\nu-\gamma=2i\alpha=\lambda .
\end{equation}
Comparison gives
\begin{equation}
R=\frac{\Gamma(1-2i\beta)\,\Gamma(2i\alpha)}
{\Gamma(\tfrac12+i(\alpha-\beta+\delta))\,\Gamma(\tfrac12+i(\alpha-\beta-\delta))}.
\label{eq:R}
\end{equation}

The amplitude $I$ follows from a symmetry. Equation \eqref{eq:red} contains $\alpha$ only as $\alpha^2$, and the solution that tends to $(1-s)^{-i\beta}$ at $s\to1$ is unique. Starting with $\sigma=-i\alpha$ instead of $i\alpha$ must therefore give the same $\psi$. The steps above then apply with $\alpha$ replaced by $-\alpha$, and they yield the coefficient of $s^{+i\alpha}$:
\begin{equation}
I=\frac{\Gamma(1-2i\beta)\,\Gamma(-2i\alpha)}
{\Gamma(\tfrac12-i(\alpha+\beta+\delta))\,\Gamma(\tfrac12-i(\alpha+\beta-\delta))}.
\label{eq:I}
\end{equation}

\subsection{Transmission in hyperbolic functions}

The current $(\hbar/m)\,\mathrm{Im}(\psi^*\psi')$, with the prime now a derivative in $x$, is independent of $x$ for a real potential. The incident current is $\hbar k_1|I|^2/m$ and the transmitted one is $\hbar k_2/m$. Their ratio is the transmission probability
\begin{equation}
P(E)=\frac{k_2}{k_1|I|^2}=\frac{\beta}{\alpha|I|^2}.
\label{eq:flux}
\end{equation}
The ratio of speeds is essential whenever $A\ne0$. The reflection formula $\Gamma(\zeta)\Gamma(1-\zeta)=\pi/\sin\pi\zeta$ gives, for real $y$,
\begin{align}
|\Gamma(\tfrac12+iy)|^2&=\frac{\pi}{\cosh\pi y},\nonumber\\
|\Gamma(1+iy)|^2&=\frac{\pi y}{\sinh\pi y},\qquad
|\Gamma(iy)|^2=\frac{\pi}{y\sinh\pi y}.
\end{align}
The third follows from the second by $\Gamma(1+iy)=iy\,\Gamma(iy)$. Let $S=\alpha+\beta$. For real $\delta$,
\begin{align}
|I|^2&=\frac{2\pi\beta}{\sinh2\pi\beta}\,\frac{\pi}{2\alpha\sinh2\pi\alpha}\,
\frac{\cosh\pi(S+\delta)\cosh\pi(S-\delta)}{\pi^2}\nonumber\\
&=\frac{\beta}{\alpha}\,\frac{\cosh\pi(S+\delta)\cosh\pi(S-\delta)}{\sinh2\pi\alpha\,\sinh2\pi\beta}.
\end{align}
The factor $\beta/\alpha$ cancels in \eqref{eq:flux}:
\begin{equation}
P=\frac{\sinh2\pi\alpha\,\sinh2\pi\beta}{\cosh\pi(S+\delta)\,\cosh\pi(S-\delta)}.
\label{eq:sinh}
\end{equation}
Double numerator and denominator and use $2\sinh u\sinh v=\cosh(u+v)-\cosh(u-v)$ and $2\cosh u\cosh v=\cosh(u+v)+\cosh(u-v)$. The result is
\begin{equation}
P(E)=\frac{\cosh2\pi(\alpha+\beta)-\cosh2\pi(\alpha-\beta)}
{\cosh2\pi(\alpha+\beta)+\cosh2\pi\delta}.
\label{eq:P}
\end{equation}

If $b<\tfrac14$, then $\delta=i\eta$ with $0<\eta<\tfrac12$, and the two gamma functions in the denominator of \eqref{eq:I} are no longer of the form $\Gamma(\tfrac12+iy)$. Their joint squared modulus pairs up differently:
\begin{align}
&\Gamma(\tfrac12+\eta-iS)\Gamma(\tfrac12-\eta+iS)\,
\Gamma(\tfrac12-\eta-iS)\Gamma(\tfrac12+\eta+iS)\nonumber\\
&=\frac{\pi^2}{\cos\pi(\eta-iS)\cos\pi(\eta+iS)}
=\frac{2\pi^2}{\cosh2\pi S+\cos2\pi\eta}.
\end{align}
Equation \eqref{eq:P} thus remains valid with $\cosh2\pi\delta$ replaced by $\cos2\pi|\delta|$.

\section{Fit, numerical evaluation and thermal factor}

The potential is $V=As+Bs(1-s)$ with $s=1/(1+e^{-x/a})$, $ds/dx=s(1-s)/a$ and $|A|<B$. It is zero on the reactant side and $A$ on the product side. The transmission probability $P(E)$ for $E>\max(0,A)$ is given by \eqref{eq:P}, with
\begin{equation}
\alpha=\frac{a\sqrt{2mE}}{\hbar},\quad \beta=\frac{a\sqrt{2m(E-A)}}{\hbar},\quad
\delta^2=\frac{2mBa^2}{\hbar^2}-\frac14,
\end{equation}
and $S=\alpha+\beta$. It remains to express $A$, $B$ and $a$ by quantities that a calculation of stationary points supplies.

\subsection{Three data fix three parameters}

The data are the barrier height $V_1$ from the reactants, the height $V_2$ from the products, and the magnitude $\omega$ of the imaginary angular frequency at the top, defined by $V''=-m\omega^2$ there. All three are positive.

The derivative $dV/ds=A+B(1-2s)$ vanishes at $s_*=(A+B)/(2B)$. This lies between 0 and 1 exactly when $|A|<B$, and it is a maximum because $d^2V/ds^2=-2B<0$. Since $1-s_*=(B-A)/(2B)$,
\begin{align}
V_1&=s_*\left[A+B(1-s_*)\right]=\frac{(B+A)^2}{4B},\nonumber\\
V_2&=V_1-A=\frac{(B-A)^2}{4B}.
\end{align}
Both $B+A$ and $B-A$ are positive, so the roots are $\sqrt{V_1}=(B+A)/(2\sqrt B)$ and $\sqrt{V_2}=(B-A)/(2\sqrt B)$. Their sum is $\sqrt B$, hence
\begin{equation}
A=V_1-V_2,\qquad B=\left(\sqrt{V_1}+\sqrt{V_2}\right)^2 .
\label{eq:AB}
\end{equation}

At the top $dV/ds=0$, so the second derivative in $x$ is $-2B(ds/dx)^2$. The product of the two roots gives $B^2-A^2=4B\sqrt{V_1V_2}$, and therefore $s_*(1-s_*)=(B^2-A^2)/(4B^2)=\sqrt{V_1V_2}/B$. It follows that
\begin{equation}
-m\omega^2=-\frac{2B}{a^2}\,\frac{V_1V_2}{B^2}=-\frac{2V_1V_2}{Ba^2},
\end{equation}
and
\begin{equation}
a=\frac{1}{\omega\left(\sqrt{V_1}+\sqrt{V_2}\right)}\sqrt{\frac{2V_1V_2}{m}} .
\label{eq:a}
\end{equation}
Each step fixes one parameter, so the fit exists and is unique for any positive $V_1$, $V_2$ and $\omega$.

Inserting \eqref{eq:a}, the factor common to $\alpha$ and $\beta$ is
\begin{equation}
c=\frac{a\sqrt{2m}}{\hbar}=\frac{2}{\hbar\omega}\,
\frac{\sqrt{V_1V_2}}{\sqrt{V_1}+\sqrt{V_2}}
=\frac{2/\hbar\omega}{V_1^{-1/2}+V_2^{-1/2}} ,
\end{equation}
and $2mBa^2/\hbar^2=Bc^2=4V_1V_2/(\hbar\omega)^2$. The arguments of the hyperbolic cosines are therefore fixed by
\begin{align}
\alpha&=c\sqrt E,\qquad \beta=c\sqrt{E-V_1+V_2},\nonumber\\
\delta&=\sqrt{\frac{4V_1V_2}{(\hbar\omega)^2}-\frac14}.
\label{eq:final}
\end{align}
The mass has dropped out: it acts through $\omega$ alone, and it is needed separately only for the length $a$. At fixed heights an isotopic substitution enters through a new $\omega$ alone; heights that include zero-point energy change with the isotope as well. The energy $E$ is measured from the reactant level, and both heights must refer to levels of the same kind, either both with or both without zero-point energy.

\subsection{A form that does not overflow}

In double precision $\cosh$ overflows for arguments above about 710, which $2\pi\delta$ reaches near $\delta=113$. Close to a threshold the numerator of \eqref{eq:P} also loses digits, as a difference of nearly equal numbers. Multiplying numerator and denominator by $2e^{-2\pi S}$ removes both faults. The numerator becomes $1+e^{-4\pi S}-e^{-4\pi\alpha}-e^{-4\pi\beta}$, which factorizes:
\begin{equation}
P=\frac{(1-e^{-4\pi\alpha})(1-e^{-4\pi\beta})}
{1+e^{-4\pi S}+e^{2\pi(\delta-S)}+e^{-2\pi(\delta+S)}} .
\label{eq:scaled}
\end{equation}
The brackets should be computed with a function for $e^y-1$. The exponent $2\pi(\delta-S)$ can be capped at 700, where $P$ is below $e^{-700}$. The cap overstates $P$ there; in the thermal integral below, where $P$ is multiplied by up to $e^{V_1/k_{\rm B}T}$, this is harmless only while $V_1/k_{\rm B}T$ stays well below 700. For imaginary $\delta$ the last two terms become $2e^{-2\pi S}\cos2\pi|\delta|$.

The brackets show the thresholds. If $A\neq0$, one of $\alpha$ and $\beta$ vanishes at $E=\max(0,A)$, and $P$ starts as the square root of the excess energy. If $A=0$, both vanish and $P$ starts linearly.

\subsection{Behaviour near the top}

At $E=V_1$ the sum $S$ equals $c(\sqrt{V_1}+\sqrt{V_2})$, so
\begin{align}
S(V_1)&=\frac{2\sqrt{V_1V_2}}{\hbar\omega}\equiv S_0,\nonumber\\
\left.\frac{dS}{dE}\right|_{V_1}&=\frac c2\left(V_1^{-1/2}+V_2^{-1/2}\right)=\frac1{\hbar\omega}.
\end{align}
At the top $\alpha=S_0\sqrt{V_1}/(\sqrt{V_1}+\sqrt{V_2})$ and $\beta=S_0\sqrt{V_2}/(\sqrt{V_1}+\sqrt{V_2})$, and neither is smaller than $\min(V_1,V_2)/\hbar\omega$. For a barrier that is high from both sides, $V_1,V_2\gg\hbar\omega$, one therefore has $\alpha,\beta,S_0\gg1$, the other exponentials in \eqref{eq:scaled} are negligible near the top, and
\begin{equation}
P\approx\frac1{1+e^{2\pi(\delta-S)}} .
\label{eq:fermi}
\end{equation}
Since $\delta=\sqrt{S_0^2-1/4}\approx S_0-1/(8S_0)$, replacing $\delta$ by $S_0$ and $S$ by its tangent gives the law of the inverted parabola,
\begin{equation}
P_{\rm par}=\frac1{1+e^{2\pi(V_1-E)/\hbar\omega}} .
\end{equation}
Two deviations remain. Because $\delta<S_0$, $P$ at the top of such a barrier is slightly above one half. A large $S_0$ alone does not ensure this: for $V_1=0.050\,\hbar\omega$ and $V_2=199\,\hbar\omega$ one has $S_0=6.3$ but $\alpha=0.098$, and the bracket $1-e^{-4\pi\alpha}$ lowers $P$ at the top from $0.53$ to $0.38$. Because $S$ is a sum of square roots, it is concave and lies below its tangent, which lowers $P$ away from the top.

For a low, thin barrier the parabola fails even at the top. With $V_1=0.05$, $V_2=0.03$ and $\hbar\omega=0.30$ eV one has $\delta^2=-0.183$, and \eqref{eq:P} gives $P=0.930$ at $E=V_1$.

\subsection{Thermal factor}

Reactants in equilibrium at temperature $T$ cross at a rate proportional to $\int P(E)e^{-E/\theta}dE$, with $\theta=k_{\rm B}T$, because the speed in the flux cancels against $dp=dE/v$. Classically $P$ is a unit step at $V_1$ and the integral is $\theta e^{-V_1/\theta}$. The ratio is the tunnelling factor
\begin{equation}
\kappa=\frac{1}{\theta}\int_{\max(0,A)}^{\infty}P(E)\,e^{(V_1-E)/\theta}\,dE .
\label{eq:kappa}
\end{equation}
It is the same for the reverse reaction. Measured from the product level the energy is $E-A$ and the height is $V_1-A$, so the exponent is unchanged, and $P$ is symmetric in $\alpha$ and $\beta$. The factor therefore leaves the equilibrium constant unaltered.

For $\hbar\omega\ll\theta\ll V_1,V_2$ the factor can be expanded. Use $\zeta=\hbar\omega(S-S_0)$ as variable. Its expansion about the top inverts to $E-V_1=\zeta+q\zeta^2+\ldots$ with
\begin{equation}
2q=-\hbar\omega S''(V_1)=\frac12\left(\frac1{V_1}+\frac1{V_2}-\frac1{\sqrt{V_1V_2}}\right).
\end{equation}
The weight $e^{-(E-V_1)/\theta}dE/d\zeta$ is $1+(2q-1/\theta)\zeta$ to first order. The difference between $1/(1+e^{-2\pi\zeta/\hbar\omega})$ and the unit step is odd in $\zeta$, with first moment
\begin{equation}
-2\int_0^\infty\frac{\zeta\,d\zeta}{1+e^{2\pi\zeta/\hbar\omega}}
=-2\left(\frac{\hbar\omega}{2\pi}\right)^2\frac{\pi^2}{12}=-\frac{(\hbar\omega)^2}{24}.
\end{equation}
This contributes $(\hbar\omega/\theta)^2(1-2q\theta)/24$ to $\kappa-1$. The shift $S_0-\delta\approx1/(8S_0)$ lowers the effective top by $\hbar\omega/(8S_0)$ and adds $(\hbar\omega)^2/(16\theta\sqrt{V_1V_2})$. Together,
\begin{equation}
\kappa-1\approx\frac{(\hbar\omega)^2}{24\theta^2}
\left[1+\frac{2\theta}{\sqrt{V_1V_2}}-\frac\theta2\left(\frac1{V_1}+\frac1{V_2}\right)\right].
\label{eq:wig}
\end{equation}
The leading term is the Wigner correction. As the lowest order of the expansion it is limited to small $\hbar\omega/\theta$, and the terms that contain the barrier heights can be dropped when $\theta\ll V_1,V_2$.

\subsection{Worked example}

Take the model parameters $V_1=0.40$ eV, $V_2=0.60$ eV, an imaginary wavenumber of $1200\ \mathrm{cm^{-1}}$, which is $\hbar\omega=0.14878$ eV, and $m=1$ u. Then $A=-0.20$ eV, $B=1.00+2\sqrt{0.24}=1.980$ eV, and
\begin{equation}
c=\frac{2/0.14878}{1.5811+1.2910}=4.680\ \mathrm{eV^{-1/2}} .
\end{equation}
Equation \eqref{eq:a} gives $a=0.214$ \AA. Further, $S_0=2\sqrt{0.24}/0.14878=6.5855$ and $\delta=\sqrt{S_0^2-0.25}=6.5665$.

At $E=0.30$ eV, $\alpha=4.680\sqrt{0.30}=2.5635$ and $\beta=4.680\sqrt{0.50}=3.3095$, so $S=5.8730$. The exponent is $2\pi(6.5665-5.8730)=4.357$, and $P=1/(1+e^{4.357})=0.0127$. Other energies follow in the same way:
\begin{center}
\begin{tabular}{ccccc}
$E$ (eV) & $\alpha$ & $\beta$ & $P$ & $P_{\rm par}$\\
0.10 & 1.480 & 2.564 & $1.31\times10^{-7}$ & $3.15\times10^{-6}$\\
0.20 & 2.093 & 2.960 & $7.42\times10^{-5}$ & $2.15\times10^{-4}$\\
0.30 & 2.564 & 3.310 & 0.0127 & 0.0144\\
0.40 & 2.960 & 3.625 & 0.530 & 0.500\\
0.50 & 3.310 & 3.916 & 0.984 & 0.986
\end{tabular}
\end{center}
Both deviations appear: $P$ exceeds one half at the top and lies below the parabolic value at the tabulated energies on either side, which are $0.10$ eV or more from the top; close to the top the shift $S_0-\delta$ prevails and $P$ lies above it. At $0.10$ eV the parabola is too large by a factor of 24.

The integral \eqref{eq:kappa} was evaluated with Simpson's rule on 40001 points up to $V_1+40\theta$. The spacing, below $10^{-4}$ eV, is far smaller than the two energy scales of the integrand: $\theta$, and $\hbar\omega/2\pi=0.024$ eV, the energy scale in the exponent of $P_{\rm par}$ ($P$ itself rises from 0.1 to 0.9 over about $0.10$ eV). In the table $\kappa_{\rm W}=1+(\hbar\omega/\theta)^2/24$, and $E_{\rm p}$ is the energy at which the integrand is largest.
\begin{center}
\begin{tabular}{ccccc}
$T$ (K) & $\hbar\omega/\theta$ & $\kappa$ & $\kappa_{\rm W}$ & $E_{\rm p}$ (eV)\\
250 & 6.91 & 13.1 & 2.99 & 0.306\\
300 & 5.76 & 5.19 & 2.38 & 0.354\\
400 & 4.32 & 2.38 & 1.78 & 0.380\\
600 & 2.88 & 1.46 & 1.35 & 0.401
\end{tabular}
\end{center}
Relative to the Eckart factor, the Wigner value is 8\% too low at 600 K and 54\% too low at 300 K.

The peak energy follows from \eqref{eq:fermi}. Setting the logarithmic derivative of $Pe^{-E/\theta}$ to zero gives $2\pi\hbar\omega S'(E)(1-P)=\hbar\omega/\theta$. For a parabola $\hbar\omega S'$ is 1, and no solution exists once $\hbar\omega/\theta\ge2\pi$. For the Eckart barrier $S'$ grows towards lower energy. At 250 K the condition is met at $0.306$ eV, where $\hbar\omega S'=1.118$ and $P=0.017$. The thermal factor is finite at every temperature, because $P\le1$ and the integral \eqref{eq:kappa} starts at $\max(0,A)$.

\subsection{Where the result stops}

Equation \eqref{eq:P} is exact for the potential \eqref{eq:pot}, but a real reaction path shares with it only two heights and one curvature. At low temperature the flux passes below the top, by at most $\min(V_1,V_2)$ and so far below it when both heights are large, where the width of the true barrier is not among the fitted data. The error there can have either sign, since the true barrier may be wider or narrower than the fitted one. The model also leaves out the curvature of the path and the exchange of energy with other modes. A peak energy $E_{\rm p}$ far below $V_1$ shows that $\kappa$ rests on the assumed shape rather than on the data. A peak near $V_1$ does not show the converse: at 300 K in the example $E_{\rm p}$ lies only $0.05$ eV below the top, but $\hbar\omega/\theta$ is close to $2\pi$, the integrand falls slowly towards lower energy, and $\kappa$ still depends on the flanks of the barrier.
